\section*{Zero-energy surface state of ABC graphite as a dimerised chain}

\section{What symmetry and dimensions fix}

Consider ABC-stacked graphite that fills a half space and ends in a complete layer. Its layers are numbered $n=1,2,3,\dots$ from the surface, and each has two sites per cell, $A_n$ and $B_n$. The in-plane momentum $\mathbf p$, measured from a corner $K$ of the Brillouin zone, is conserved. Write $\pi=p_x+ip_y=p\,e^{i\varphi}$. The minimal model has two couplings: the Dirac term of size $vp$ inside a layer, and the hopping $\gamma_1>0$ between $B_n$ and the site $A_{n+1}$ directly next to it. All site energies are equal and define $E=0$.

Only two energies enter, $t=vp$ and $\gamma_1$, so the existence of a surface state can depend only on
\begin{equation}
r=\frac{vp}{\gamma_1}
\end{equation}
and possibly on $\varphi$. Section 2 shows that $\varphi$ drops out.

A symmetry fixes the energy. Both couplings join an $A$ site to a $B$ site. Reversing the sign of all $B$ amplitudes therefore reverses the sign of the Hamiltonian, and levels come in pairs $\pm E$. A single level inside the bulk gap must be its own partner, so it lies at $E=0$. It cannot drift away as $r$ changes; it can disappear only where the gap closes.

Two limits show that it must disappear. At $p=0$ the site $A_1$ is coupled to nothing and gives one zero-energy level. At $\gamma_1=0$ and $p>0$ every layer is separate, with levels $\pm vp$ and none at zero. Section 2 also shows that the gap closes at only one value $r_c$ of $r$, so the condition has the form $vp<r_c\gamma_1$ with a pure number $r_c$. The derivation gives $r_c=1$.

\section{Mapping to the chain}

Let $a_n,b_n$ be the amplitudes on $A_n,B_n$, with $\langle B_n|H|A_n\rangle=v\pi$ and $\langle A_{n+1}|H|B_n\rangle=\gamma_1$. The Schr\"odinger equation reads
\begin{align}
E a_n&=v\pi^* b_n+\gamma_1 b_{n-1},\qquad b_0=0,\\
E b_n&=v\pi a_n+\gamma_1 a_{n+1}.
\end{align}
The condition $b_0=0$ states that there is no layer above the first. Substitute
\begin{equation}
a_n=e^{i(n-1)\varphi}\alpha_n,\qquad b_n=e^{in\varphi}\beta_n .
\end{equation}
In the first equation the terms carry the phases $e^{i(n-1)\varphi}$, $e^{-i\varphi}e^{in\varphi}$ and $e^{i(n-1)\varphi}$, which are equal. In the second all three terms carry $e^{in\varphi}$. The common factors cancel:
\begin{align}
E\alpha_n&=t\beta_n+\gamma_1\beta_{n-1},\qquad \beta_0=0,\label{eq:A}\\
E\beta_n&=t\alpha_n+\gamma_1\alpha_{n+1}.\label{eq:B}
\end{align}
This is a chain $A_1,B_1,A_2,B_2,\dots$ with alternating real bonds $t,\gamma_1,t,\gamma_1,\dots$, and its end bond is $t$. The phase can be removed for every $\varphi$ because an open chain has no closed loop. At the other corner $K'$, $\pi$ is replaced by its conjugate up to a sign, which the same kind of substitution removes.

For the bulk bands insert $\alpha_n=\alpha e^{ikn}$ and $\beta_n=\beta e^{ikn}$:
\begin{equation}
E\alpha=(t+\gamma_1e^{-ik})\beta,\qquad E\beta=(t+\gamma_1e^{ik})\alpha .
\end{equation}
Multiplying the first equation by $E$ and using the second gives
\begin{equation}
E^2=|t+\gamma_1e^{ik}|^2=t^2+\gamma_1^2+2t\gamma_1\cos k .
\end{equation}
The bands fill $|t-\gamma_1|\le|E|\le t+\gamma_1$. The half gap $|t-\gamma_1|$ vanishes only at $t=\gamma_1$.

\section{The surface state and its threshold}

\subsection{Zero energy}

Set $E=0$ and $t>0$. Equation (\ref{eq:A}) at $n=1$ gives $t\beta_1=0$. For $n>1$ it gives $\beta_n=-(\gamma_1/t)\beta_{n-1}$, so every $\beta_n$ vanishes. Equation (\ref{eq:B}) gives
\begin{equation}
\alpha_{n+1}=-r\,\alpha_n,\qquad \alpha_n=\alpha_1(-r)^{n-1}.
\end{equation}
The norm is $|\alpha_1|^2\sum_{n\ge1}r^{2(n-1)}$. This geometric series converges if and only if $r<1$, and its sum is then $1/(1-r^2)$. Hence
\begin{equation}
vp<\gamma_1,\qquad |a_n|^2=(1-r^2)\,r^{2(n-1)} .
\label{eq:result}
\end{equation}
The original amplitudes are $a_n=\sqrt{1-r^2}\,(-re^{i\varphi})^{n-1}$.

Physically, each $B_n$ receives amplitude from $A_n$ through $t$ and from $A_{n+1}$ through $\gamma_1$, and the two must cancel. If $\gamma_1$ is the stronger bond, a smaller amplitude on the deeper layer suffices and the state decays inward. If it is the weaker bond, the amplitude must grow.

With layer spacing $d$, writing $r^{2(n-1)}=e^{-(n-1)d/\ell}$ gives the probability depth
\begin{equation}
\ell=\frac{d}{2\ln(1/r)} .
\end{equation}
Near threshold $\ln(1/r)\approx1-r$, so $\ell\approx d/[2(1-r)]$ diverges and the state merges with the bulk. At $p=0$, equations (\ref{eq:A}) and (\ref{eq:B}) leave only $\alpha_1$ free at $E=0$; the state sits wholly on $A_1$, in agreement with (\ref{eq:result}). All other sites then form pairs at $\pm\gamma_1$, which are flat bulk bands.

\subsection{No bound state at other energies}

Let $E\ne0$ and $t>0$. Given $\beta_0$ and $\alpha_1$, the equations determine all further amplitudes, so the solution space has dimension two. The trial form $\alpha_n=\alpha\lambda^n$, $\beta_n=\beta\lambda^n$ gives
\begin{equation}
E^2=t^2+\gamma_1^2+t\gamma_1(\lambda+\lambda^{-1}),
\end{equation}
whose two roots are $\lambda$ and $1/\lambda$. Inside the bands both have modulus one, and no combination decays. At a band edge $\lambda=\pm1$ is a double root, and the solutions are $\lambda^n$ times a constant or linear function of $n$, which do not decay either. Outside the bands one root has $|\lambda|<1$, and a normalisable state must use it alone. The surface condition $\beta_0=0$ then requires $\beta=0$, and $E\alpha=(t+\gamma_1/\lambda)\beta=0$ requires $\alpha=0$. The zero-energy state is therefore the only surface bound state of this model.

\subsection{Dependence on the termination}

Suppose the sites $A_1$ are removed, so that the chain starts at $B_1$ with the bond $\gamma_1$. At $E=0$ the equation for $B_1$ gives $\alpha_2=0$, and (\ref{eq:B}) then makes all $\alpha_n$ vanish. Equation (\ref{eq:A}) for $n\ge2$ gives $\beta_n=-\beta_{n-1}/r$, which decays for $r>1$. The inequality is reversed. The condition $vp<\gamma_1$ thus belongs to a complete surface layer, and code that cuts a cell between $A_1$ and $B_1$ treats a different surface.

\section{Surface Green function}

The weight of the surface state on $A_1$ can also be read from the Green function $G(E)=\langle A_1|(E-H)^{-1}|A_1\rangle$. Eliminating the rest of the chain from the equation for its end site adds the squared bond times the Green function of the remainder. Applied twice, this returns to the original chain:
\begin{equation}
G=\frac{1}{E-t^2G_B},\qquad G_B=\frac{1}{E-\gamma_1^2G}.
\end{equation}
Substitution gives $G=(E-\gamma_1^2G)/[E(E-\gamma_1^2G)-t^2]$. Clearing the denominator yields
\begin{equation}
E\gamma_1^2G^2-(E^2+\gamma_1^2-t^2)G+E=0 .
\end{equation}
Take $E=i\eta$ with $\eta>0$. Levels at $\pm E_m$ have equal weight $w_m$ on $A_1$, so the real parts cancel and $G=-ig$ with
\begin{equation}
\eta g=\sum_m w_m\frac{\eta^2}{\eta^2+E_m^2}>0 .
\end{equation}
As $\eta\to0$ this tends to the weight of a zero-energy bound state on $A_1$. Inserting $E=i\eta$, $G=-ig$ and dividing by $-i$ gives
\begin{equation}
\eta\gamma_1^2g^2-Dg-\eta=0,\qquad D=\gamma_1^2-t^2-\eta^2 .
\end{equation}
The product of the roots is negative, so exactly one is positive:
\begin{equation}
\eta g=\frac{D+\sqrt{D^2+4\eta^2\gamma_1^2}}{2\gamma_1^2}\;\longrightarrow\;\max(0,\,1-r^2).
\end{equation}
Every zero-energy state has $\alpha_1\neq0$, so zero weight means that there is no state. At $r=1$ and small $\eta$ the expression is $\eta/\gamma_1$, which vanishes in the limit. A linear solve of a chain of 10\,000 cells with $\eta=0.001\gamma_1$ gave $0.1900$, $0.0010$ and $0.000005$ at $r=0.9$, $1.0$ and $1.1$. The finite value at $r=1$ is thus the broadening, not a bound state.

\section{Slabs of finite thickness}

A slab of $N$ layers has a second surface, whose state lives on $B$ sites. For $r<1$ the two trial states are
\begin{equation}
\alpha_n=c(-r)^{n-1},\quad \beta_n=c(-r)^{N-n},\quad c^2=\frac{1-r^2}{1-r^{2N}} .
\end{equation}
Acting on the first state, $H$ gives zero on every $B_n$ except $B_N$, which has no neighbour $A_{N+1}$; there it gives $t\alpha_N$. The overlap with the second state, where $\beta_N=c$, is $tc^2(-r)^{N-1}$. The diagonal elements vanish because $H$ joins $A$ only to $B$. For small $r^N$ the two levels are
\begin{equation}
E_\pm\approx\pm\,t\,r^{N-1}\frac{1-r^2}{1-r^{2N}} .
\end{equation}
For the energy of the surface level, a slab may stand for the half space when this splitting is below the resolution needed. Each of the two slab states is shared equally by both surfaces, so the weights near one surface must be summed over the pair to recover those of the half space. The bulk levels of the slab remain discrete. Near threshold $\ell$ diverges and many more layers are needed; where $r^N$ is no longer small, the splitting must be found by diagonalisation, not from this formula.

\section{Worked example}

Take rough typical graphite values: lattice constant $a=0.246$ nm, $d=0.335$ nm, in-plane hopping $\gamma_0=3.1$ eV and $\gamma_1=0.38$ eV. The velocity follows from the nearest-neighbour sum $f=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}$ with $\mathbf a_{1,2}=a(\pm\tfrac12,\tfrac{\sqrt3}2)$. At $K$ the two phases are $e^{\pm2\pi i/3}$ and $f=0$. To first order in $\mathbf q=\mathbf p/\hbar$,
\begin{equation}
f\approx i\left[\mathbf q\cdot\mathbf a_1e^{2\pi i/3}+\mathbf q\cdot\mathbf a_2e^{-2\pi i/3}\right]
=-\tfrac{\sqrt3}{2}a(q_x+iq_y).
\end{equation}
With hopping $-\gamma_0$ this is the term $v\pi$, where
\begin{equation}
\hbar v=\tfrac{\sqrt3}{2}a\gamma_0=0.660\ \text{eV nm},\qquad q_c=\frac{\gamma_1}{\hbar v}=\frac{0.38}{0.6604}=0.575\ \text{nm}^{-1}.
\end{equation}

At $q=0.30$ nm$^{-1}$, $vp=0.6604\times0.30=0.198$ eV and $r=0.521$. The bulk half gap is $0.182$ eV. The first three layers carry $1-r^2=0.728$, $0.198$ and $0.054$ of the probability, and $\ell=0.257$ nm, less than one layer spacing. In ten layers the coupling of the surfaces gives
\begin{equation}
|E|\approx198.1\ \text{meV}\times0.5214^9\times0.7281=0.41\ \text{meV},
\end{equation}
and direct diagonalisation gives the same value.

At $q=0.70$ nm$^{-1}$, $vp=0.462$ eV and $r=1.22$. There is again a bulk gap, with half width $0.082$ eV, but no surface state. Diagonalising 80 layers gave two levels outside the bulk bands in the first case, one per surface, and none in the second.

The surface states fill a disc of radius $q_c$. With two spins and two valleys their number per area and surface is
\begin{equation}
4\,\frac{\pi q_c^2}{(2\pi)^2}=\frac{q_c^2}{\pi}=1.05\times10^{13}\ \text{cm}^{-2}.
\end{equation}
A count over the full Brillouin zone gave $1.06\times10^{13}$ cm$^{-2}$.

\section{Further couplings and real graphite}

\subsection{A coupling that moves the boundary}

Add $\langle A_n|H|B_{n+1}\rangle=s\,v\pi$ with $s=\gamma_3/\gamma_0$. It still joins $A$ to $B$, so the sign symmetry survives. The sign of $s$ relative to $\gamma_1$ cannot be removed by a change of phases. The formulas below are written for $s>0$, which means a skew hopping $-\gamma_3$ in real space, opposite in sign to $\gamma_1$. For $p_z$ orbitals on adjacent layers the overlaps of the vertical and the skew pair have the same sign, so the hoppings are expected to share it, which means $s<0$. Replacing $s$ by $-s$ is the same as turning $\varphi$ by $\pi/3$: the interval below holds with $|s|$, and the directions of its two ends are exchanged. At $E=0$ the equation on $B_n$ is
\begin{equation}
v\pi a_n+\gamma_1a_{n+1}+s\,v\pi^*a_{n-1}=0,\qquad a_0=0 .
\end{equation}
With $a_n\propto(\mu e^{i\varphi})^n$, division by $\gamma_1e^{2i\varphi}$ and a common power gives
\begin{equation}
\mu^2+r\mu+s\,r\,e^{-3i\varphi}=0 .
\end{equation}
Because $a_0=0$, both roots enter the solution and both must satisfy $|\mu|<1$. A root can cross the unit circle only if $1=r\,|1+s\,e^{-3i\varphi}/\mu|$, hence only for
\begin{equation}
\frac1{1+s}\le r\le\frac1{1-s}.
\end{equation}
Both roots are inside for small $r$. Their sum is $-r$, so at least one is outside for large $r$. The threshold therefore lies in this interval for every direction. The root $\mu=-1$ reaches the upper end at $\varphi=0$ and the lower end at $\varphi=\pi/3$. For $\gamma_3=0.30$ eV and the linear Dirac term, the critical wavenumber varies between $0.525$ and $0.637$ nm$^{-1}$, which is $-9\%$ to $+11\%$ relative to $q_c$. With the full lattice sum in both couplings the result depends on the sign of $s$. For $s>0$ the two distortions of the disc add, and the range widens to about $0.52$ to $0.65$ nm$^{-1}$. For $s<0$, the sign expected for graphite, they partly cancel, and the range narrows to about $0.535$ nm$^{-1}$ at $\varphi=0$ and $0.624$ nm$^{-1}$ at $\varphi=\pi/3$.

\subsection{A coupling that moves the energy}

Add $\langle A_n|H|A_{n+1}\rangle=\langle B_n|H|B_{n+1}\rangle=-s_4v\pi^*$ with $s_4=\gamma_4/\gamma_0$. This breaks the sign symmetry. The first-order shift of the top state uses $a_{n+1}=-(v\pi/\gamma_1)a_n$:
\begin{equation}
\delta E=2\,\mathrm{Re}\sum_n a_n^*(-s_4v\pi^*)a_{n+1}
=2s_4\frac{(vp)^2}{\gamma_1}\sum_n|a_n|^2=2s_4\frac{(vp)^2}{\gamma_1}.
\end{equation}
For $\gamma_4=0.14$ eV this is $9.3$ meV at $q=0.30$ nm$^{-1}$, and diagonalisation of 60 layers gives the same. The formula reaches $34$ meV at the disc edge. The flat band thus acquires a dispersion of this size.

\subsection{Comparison with the real material}

The hoppings above are rough typical values for graphite. The linear Dirac term is a mild approximation: with the full lattice sum $q_c$ runs from $0.565$ to $0.588$ nm$^{-1}$, within about $2\%$ of the disc radius. The coupling $\gamma_3$ matters more for the boundary, and $\gamma_4$ for the energy. At 300 K, $k_BT=26$ meV is comparable with the dispersion from $\gamma_4$, so thermal occupation spreads over much of the band. The assumption most open to doubt is that of independent electrons. For a rough dielectric constant $\epsilon_r=10$, the Coulomb scale $e^2q_c/(4\pi\epsilon_0\epsilon_r)$ is $83$ meV, larger than the dispersion. It is an order of magnitude, not a computed shift, but it means that the one-electron levels near $E=0$ may be rearranged by interactions. Surface potentials, stacking faults and the weaker hopping across two layers are also left out. So is a site energy $\delta$ of the unpaired site $A_1$ relative to the paired sites; to first order it shifts the level by $\delta(1-r^2)$, so a value of order 10 meV changes the band width by about that amount. The disc condition is best used to locate where surface states can be expected in momentum; their energies on a scale of tens of meV need a fuller model. The numerical output below lists the values to more digits than these rough parameters justify.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical graphite values)
lattice constant            0.246 nm
layer spacing               0.335 nm
in-plane hopping g0         3.10 eV
interlayer hopping g1       0.38 eV
skew hopping g3             0.30 eV
like-site hopping g4        0.14 eV
THRESHOLD
hbar*v                      0.6604 eV nm
velocity v                  1.003e+06 m/s
critical wavenumber q_c     0.5754 1/nm
surface states, disc        1.054e+13 1/cm2
surface states, zone count  1.059e+13 1/cm2
CASE WITH SURFACE STATE
q                           0.30 1/nm
v*p                         0.1981 eV
ratio r                     0.5214
bulk half gap               0.1819 eV
levels outside bands, slab  2
weight on layer 1           0.7281
weight on layer 2           0.1979
weight on layer 3           0.0538
probability depth           0.257 nm
10-layer level |E|, diag.   0.4108 meV
10-layer level |E|, formula 0.4108 meV
CASE WITHOUT SURFACE STATE
q                           0.70 1/nm
v*p                         0.4623 eV
ratio r                     1.2166
bulk half gap               0.0823 eV
levels outside bands, slab  0
GREEN FUNCTION WEIGHT ON A_1 (eta = 0.001 g1)
r = 0.9                     0.190004
r = 1.0                     0.001000
r = 1.1                     0.000005
NEGLECTED EFFECTS
q_c with full lattice, min  0.5645 1/nm
q_c with full lattice, max  0.5882 1/nm
q_c with g3, min            0.5246 1/nm
q_c with g3, max            0.6370 1/nm
g4 shift at q=0.3, diag.    9.331 meV
g4 shift at q=0.3, formula  9.331 meV
g4 shift at disc edge       34.32 meV
temperature                 300 K
thermal energy              25.85 meV
assumed dielectric constant 10
Coulomb scale at q_c        82.9 meV
\end{verbatim}
